\section*{Why particles injected at a contact need the flux-weighted Maxwellian}

\section{Definitions and conventions}

A planar slab $0<x<L$ lies between two equal contacts. Each contact is a nondegenerate reservoir of density $n_0$ and temperature $T$, with particles of mass $m$. Let $v$ be the velocity component along $x$, and let
\begin{equation}
v_t=\sqrt{kT/m},\qquad
M(v)=\frac{e^{-v^2/2v_t^2}}{\sqrt{2\pi}\,v_t},\qquad \int_{-\infty}^{\infty}M\,dv=1 .
\end{equation}
The phase-space density $f(x,v)$ is integrated over the transverse velocities, so $n=\int f\,dv$. There is no field and no self-consistent potential. Where the mean velocity vanishes, the normal pressure and the normal temperature are
\begin{equation}
P=m\int v^2f\,dv,\qquad kT_x=P/n .
\end{equation}

The simulation creates particles as crossing events on the contact planes, at times uniformly distributed, with rate $\Gamma$ per unit area and inward speed density $p(v)$, $v>0$. Particles that reach a contact from inside are removed. The rate is the one-way flux of the reservoir,
\begin{equation}
\Gamma=n_0\int_0^\infty vM\,dv=\frac{n_0v_t}{\sqrt{2\pi}} .
\label{eq:rate}
\end{equation}

The misconception is that, since the reservoir is Maxwellian, the inward speed should be drawn from the half-Maxwellian
\begin{equation}
p_h(v)=2M(v)=\sqrt{\frac{2}{\pi}}\,\frac{e^{-v^2/2v_t^2}}{v_t},\qquad v>0 .
\end{equation}
The counter-example uses $p_h$ with the correct rate $\Gamma$ and Maxwellian transverse components. In the steady state a correct simulation would give $n=n_0$ and $T_x=T$ throughout.

The numbers below are for model parameters in Hartree atomic units: $m=0.2$, $kT=0.001$ (315.8 K), $n_0=10^{-8}$ ($6.75\times10^{16}\,\mathrm{cm^{-3}}$) and $L=4000$. Then $v_t=\sqrt{0.001/0.2}=0.0707$ and $\Gamma=2.82\times10^{-10}$.

\section{Counter-example without scattering}

Let the slab be empty at time zero, when injection starts. A stream of rate $\Gamma p(v)\,dv$ moving at speed $v$ has density $\Gamma p(v)\,dv/v$. At time $t$ it has reached $x$ if $v>x/t$. The left contact therefore contributes
\begin{equation}
n_L=\Gamma\int_{x/t}^{\infty}\frac{p_h(v)}{v}\,dv
=\frac{n_0}{\pi}\int_{x/t}^{\infty}\frac{e^{-v^2/2v_t^2}}{v}\,dv ,
\end{equation}
because $\Gamma\sqrt{2/\pi}/v_t=n_0/\pi$. With $s=v^2/2v_t^2$ one has $dv/v=ds/2s$, and the integral is $\tfrac12E_1(z)$, where
\begin{equation}
z=\frac{x^2}{2v_t^2t^2},\qquad E_1(z)=\int_z^\infty\frac{e^{-s}}{s}\,ds .
\end{equation}
At the midplane, $x=L/2$, the right contact contributes the same amount, so
\begin{equation}
\frac{n}{n_0}=\frac{E_1(z)}{\pi} .
\label{eq:bal}
\end{equation}
For small $z$, $E_1(z)=-\ln z-\gamma+O(z)$, with $\gamma$ Euler's constant. Since $-\ln z$ contains $2\ln t$, the density grows as $(2/\pi)\ln t$. There is no steady state: ever slower particles keep arriving, and each stays for a time proportional to $1/v$.

The two streams give zero mean velocity at the midplane. Their pressure is
\begin{equation}
P=2m\,\frac{n_0}{\pi}\int_{x/t}^{\infty}v\,e^{-v^2/2v_t^2}dv
=\frac{2}{\pi}\,n_0kT\,e^{-z},
\qquad
\frac{T_x}{T}=\frac{2e^{-z}}{E_1(z)} .
\label{eq:balT}
\end{equation}
The pressure settles at $2/\pi$ of its equilibrium value, while the temperature falls towards zero.

At $t=10^6$ the midplane has $z=2000^2/(2\times0.005\times10^{12})=4\times10^{-4}$. Equations (\ref{eq:bal}) and (\ref{eq:balT}) give $n/n_0=2.31$ and $T_x/T=0.28$. At $t=10^7$ the values are $3.77$ and $0.17$. Changing the injection rate multiplies $n$ and $P$ by the same factor, so it cures neither the growth nor the temperature.

\section{Counter-example with scattering}

Now let each particle scatter at constant rate $1/\tau$, each event redrawing its whole velocity from the Maxwellian at $T$. In the steady state
\begin{equation}
v\,\frac{\partial f}{\partial x}=\frac{n(x)M(v)-f}{\tau} .
\label{eq:bgk}
\end{equation}
Take $\tau=5000$, so that $\lambda=v_t\tau=354$. From here to the end of the section on the correct statement, formulas use units in which $v_t=\tau=n_0=kT=1$; lengths are then in units of $\lambda$, and $m=1$. Write $f=MF$ and $\rho=\int MF\,dv$, which is the density. Equation (\ref{eq:bgk}) becomes
\begin{equation}
v\,\partial_xF=\rho-F .
\label{eq:F}
\end{equation}
The incoming part at the left wall is the stream density
\begin{equation}
MF(0,v)=\frac{\Gamma p_h}{v}=\frac{1}{\sqrt{2\pi}}\frac{2M}{v}
\quad\Rightarrow\quad F(0,v)=\sqrt{\frac2\pi}\,\frac1v,\qquad v>0 .
\label{eq:bc}
\end{equation}

\subsection{Uniform pressure and a density spike}

Integrating (\ref{eq:F}) with weight $M$ gives $dj/dx=\rho-\rho=0$ for the current $j=\int vMF\,dv$. Mirror symmetry makes $j$ vanish at the midplane, hence everywhere. Integrating with weight $vM$ gives
\begin{equation}
\frac{dP}{dx}=\rho\int vM\,dv-j=0 .
\end{equation}
The pressure is uniform, so $T_x=P/n$ is low where the density is high.

Particles from the left wall that have not yet scattered are attenuated by $e^{-x/v}$. All other contributions to the density are nonnegative, so
\begin{equation}
n(x)\ge\frac1\pi\int_0^\infty\frac{e^{-v^2/2-x/v}}{v}\,dv
=\frac1\pi\ln\frac1x+O(1),\qquad x\to0 .
\end{equation}
To obtain the logarithm, split the integral at $v=x$ and $v=1$. The outer parts are bounded. In the middle part, replacing the exponential by 1 gives $\ln(1/x)$, with an error of at most $\int_x^1(v/2+x/v^2)\,dv<5/4$. Scattering removes the growth in time, because even the slowest particle is redrawn after a mean time $\tau$ and its random walk then leaves the finite slab in a finite mean time. The density still diverges at the wall.

\subsection{Bulk density of a thick slab}

Consider a half-space $x>0$ with incoming data $F(0,v)=b(v)$. By (\ref{eq:F}), $F(x,v)$ is the mean of $b$ over the speeds at which a path, traced backwards from $(x,v)$ and redrawn at unit rate, meets the wall. The steps of this path after the first redrawing are symmetric with finite variance, so it meets the wall with probability one. By the renewal theorem the distribution of the meeting speed no longer depends on the starting point when that point is deep inside. Hence $F$ tends to a constant $c$, the bulk density. Its current, being independent of $x$, is $c\int vM\,dv=0$. In a thick slab both walls supply the same $c$.

To find $c$, introduce a second solution $h$, that of the Milne problem, with nothing entering:
\begin{equation}
h(0,v)=0\ \ (v>0),\qquad h\to x-v+\zeta\ \ (x\to\infty).
\end{equation}
It exists: $x-v$ solves (\ref{eq:F}) with density $x$, and adding the half-space solution with $b(v)=v$, which tends to a constant $\zeta$, cancels the incoming part.

For any two solutions $h$ and $g$ with densities $\rho_h$ and $\rho_g$, define $W=\int vM(v)h(x,v)g(x,-v)\,dv$. Equation (\ref{eq:F}) at $-v$ reads $v\,\partial_xg(-v)=g(-v)-\rho_g$. Therefore
\begin{align}
\frac{dW}{dx}&=\int M\bigl\{[\rho_h-h(v)]g(-v)+h(v)[g(-v)-\rho_g]\bigr\}dv\nonumber\\
&=\rho_h\rho_g-\rho_h\rho_g=0 .
\end{align}

First take $g=F$ with the incoming part (\ref{eq:bc}). At large $x$ the terms in $x+\zeta$ multiply the vanishing current of $F$, which leaves $W=-c\int v^2M\,dv=-c$. At the wall $h$ vanishes for $v>0$. With $v=-u$ in the remaining part,
\begin{equation}
W=-\int_0^\infty uM\,h(0,-u)\sqrt{\frac2\pi}\,\frac{du}{u}
=-\sqrt{\frac2\pi}\,\rho_h(0)
\quad\Rightarrow\quad c=\sqrt{\frac2\pi}\,\rho_h(0).
\label{eq:c}
\end{equation}

Next take $g=\partial_xh$, which also solves (\ref{eq:F}). It tends to 1 and has zero current, because the current of $h$ is constant. At large $x$, $W=-1$. At the wall, (\ref{eq:F}) gives $g(0,u)=[\rho_h(0)-h(0,u)]/u=\rho_h(0)/u$ for $u>0$, so
\begin{equation}
-1=W=-\int_0^\infty uM\,h(0,-u)\frac{\rho_h(0)}{u}\,du=-\rho_h(0)^2 .
\end{equation}
Since $F$ is positive, $c>0$, and (\ref{eq:c}) selects $\rho_h(0)=1$. In ordinary units,
\begin{equation}
n_{\rm bulk}=\sqrt{2/\pi}\;n_0=0.798\,n_0 .
\end{equation}
Deep inside, $f=n_{\rm bulk}M$: the temperature is right, but the density is 20\% below $n_0$. The factor belongs to this scattering model. If instead the rate is proportional to $|v|$ and velocities are redrawn from the law proportional to $|v|M$, the flight lengths along $x$ do not depend on the speed. The collision density is then fixed by $\Gamma$ alone, and the bulk density is $n_0$; only the layer of unscattered particles at the wall is wrong.

\subsection{The profile in numbers}

For the finite slab, (\ref{eq:F}) was solved on 60 positive velocities up to $6v_t$ and their mirror images. Inserting $F=\varphi(v)e^{-x/\nu}$ with $\int M\varphi\,dv=1$ gives $\varphi=1/(1-v/\nu)$; the normalization, as a sum over the velocities, fixes the allowed $\nu$. A constant and 59 mirror-symmetric pairs of these exponentials match the 60 incoming values. The result is $P=0.798\,n_0kT$ and

\begin{center}
\begin{tabular}{rcc}
$x$ (bohr) & $n/n_0$ & $T_x$ (K)\\
1 & 2.27 & 111\\
10 & 1.59 & 158\\
500 & 0.85 & 295\\
2000 & 0.81 & 313
\end{tabular}
\end{center}

The density passes through $n_0$ at $x=139$ bohr, about $0.4\lambda$. The thermal wavelength $\sqrt{2\pi/(mkT)}$ is 177 bohr for these parameters, so values at shorter distances, and slabs thinner than this, describe the classical simulation and not real carriers. At the midplane it is $5.4\times10^{16}$ instead of $6.75\times10^{16}\,\mathrm{cm^{-3}}$. In this model the error is thus not confined to the boundary. For $L=40$ and $400$ bohr the same calculation gives $P/(n_0kT)=0.68$ and $0.76$, between the ballistic value $2/\pi=0.64$ and the thick-slab value $0.80$.

Energy is not in equilibrium either. Injected particles carry a mean normal energy $\tfrac12kT$, and those leaving carry $0.94\,kT$ in this solution. The transverse energy is $kT$ on both occasions. The scatterers therefore supply $0.44\,kT$ per injected particle, a steady heat flow although contacts and scatterers are all assigned the temperature $T$.

Raising $\Gamma$ by $\sqrt{\pi/2}$ would restore the bulk density of a thick slab. It would also raise the spike by that factor and leave $T_x(x)$ unchanged.

\section{The correct statement and its proof}

\textbf{Statement.} Crossing events reproduce the reservoir at the contact if and only if their rate per unit area and velocity is $v\,n_0M(v)$ for $v>0$, that is, rate $\Gamma$ and
\begin{equation}
p(v)=\frac{v\,n_0M(v)}{\Gamma}=\frac{v}{v_t^2}\,e^{-v^2/2v_t^2},
\label{eq:p}
\end{equation}
with Maxwellian transverse components. In the scattering model above, the steady state is then $f=n_0M$ throughout the slab.

\textbf{The crossing law.} In a time $dt$, the reservoir particles with normal velocity $v>0$ that cross the plane are those within a depth $v\,dt$ of it. Their number per unit area is $v\,dt\,n_0M(v)\,dv$. The transverse velocity does not affect the depth, so its distribution is not reweighted. Conversely, events of rate $r(v)$ create the incoming phase-space density $r(v)/v$. This equals $n_0M(v)$ if and only if $r=v\,n_0M$.

\textbf{The interior.} The function $f=n_0M$ satisfies (\ref{eq:bgk}) and has the required incoming part at both walls. Suppose there were another steady solution, and let $D$ be the difference divided by $M$, with $\int|v|MD^2dv$ finite. It obeys (\ref{eq:F}) with density $\rho$ and has no incoming part. Multiplying by $2MD$ and integrating over $v$ gives
\begin{equation}
\frac{d}{dx}\int vMD^2dv=2\rho^2-2\int MD^2dv=-2\int M(D-\rho)^2dv .
\end{equation}
Integrate over the slab and use the absence of incoming particles:
\begin{equation}
\int_{v>0}\!vMD^2dv\Big|_{x=L}+\int_{v<0}\!|v|MD^2dv\Big|_{x=0}
=-2\int_0^L\!\!dx\!\int\! M(D-\rho)^2dv .
\end{equation}
The left side is nonnegative and the right side is nonpositive, so both vanish. Then $D=\rho(x)$, and (\ref{eq:F}) gives $v\,\partial_xD=0$. $D$ is a constant, and the incoming data make it zero. This proves the statement.

Without scattering, the midplane density of the initially empty slab becomes, in ordinary units,
\begin{equation}
n=2\Gamma\int_{x/t}^\infty\frac{e^{-v^2/2v_t^2}}{v_t^2}\,dv
=n_0\,\mathrm{erfc}\!\left(\frac{x}{\sqrt2\,v_tt}\right)\longrightarrow n_0 .
\end{equation}
The factor $v$ in (\ref{eq:p}) cancels the $1/v$ of the residence time. At $t=10^6$ this gives $0.98\,n_0$, against $2.31\,n_0$ from the half-Maxwellian.

\section{Use and limits}

The cumulative distribution of (\ref{eq:p}) is $1-e^{-v^2/2v_t^2}$. Setting it equal to a uniform random number $R$ gives $v=v_t\sqrt{-2\ln(1-R)}$. The mean of $v^2$ is $\int_0^\infty(v^3/v_t^2)e^{-v^2/2v_t^2}dv=2v_t^2$, so the normal energy is $kT$ and the total is $2kT$, against $\tfrac32kT$ for the half-Maxwellian.

A Maxwellian draw is correct in two other procedures. If a reservoir volume, many times deeper than $v_t$ times the time step, is filled afresh with Maxwellian particles before every step and these then move into the device by themselves, the motion supplies the factor $v$. Replacing only the particles that have left is not enough. Consider a volume without scattering and with a reflecting back wall, where each particle that leaves is replaced by a Maxwellian one. Every replacement crosses the contact plane once, so the crossing speeds approach the law $p_h$. No steady state is reached: the mean residence time, proportional to the mean of $1/v$, is infinite, so slow particles accumulate and the crossing rate keeps falling. If crossing events are drawn from $p_h$ but carry the statistical weight $v/\langle v\rangle_h$, with $\langle v\rangle_h=\sqrt{2/\pi}\,v_t$, their weighted rate is again $v\,n_0M$.

The crossing law uses a uniform reservoir but not its Maxwellian form. For a drifting or degenerate reservoir, the rate is $v$ times the actual distribution in all three components. A Fermi--Dirac distribution does not factorize, so the factor $v$ also changes the distribution of the transverse components, which must be drawn jointly with the normal one. For a nonparabolic band the factor is the normal component of the group velocity, multiplying the distribution in wave vector, and the mean energy of the crossing particles is no longer $2kT$. The densities and temperatures found for the wrong injection hold without a field; for charged particles they must be recomputed together with the self-consistent potential.
